# Weak repulsive impurity on the square lattice: the state above the band: verification in Python

```python
"""
Result under test: on the infinite square lattice with hopping -t (t > 0) and
one site raised by U > 0, a single state lies above the band, at E = 4t + Delta,
    exact:   (2/(pi E)) K(k = 4t/E) = 1/U,  K = complete elliptic integral
    weak U:  Delta ~ Delta0 = 32 t exp(-4 pi t/U)
    error:   Delta0/Delta - 1 ~ (Delta0/4t) (2 pi t/U - 1/2)
Energies are in units of t, lengths in units of the lattice constant a.
xi = sqrt(t/Delta) is the decay length, weight = |psi(0)|^2 on the impurity.
"""
import numpy as np
import mpmath as mp
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.optimize import brentq
from scipy.special import k0

mp.mp.dps = 40


def green_elliptic(delta):
    """On-site Green function at E = 4 + delta (mpmath uses m = k^2)."""
    energy = 4 + mp.mpf(delta)
    return 2 / (mp.pi * energy) * mp.ellipk(16 / energy**2)


def weak_formula(U):
    return 32 * mp.exp(-4 * mp.pi / mp.mpf(U))


def exact_binding(U):
    """Root of G = 1/U, sought in ln(Delta) so that tiny values are resolved."""
    start = mp.log(weak_formula(U))
    root = mp.findroot(lambda y: green_elliptic(mp.exp(y)) - 1 / mp.mpf(U),
                       (start, start - mp.mpf("0.1")))
    return mp.exp(root)


def depth_below_top(L):
    """4 - eps(k) on the L by L grid of allowed wavevectors (L even)."""
    one_axis = 2 * (1 + np.cos(2 * np.pi * np.arange(L) / L))
    return one_axis[:, None] + one_axis[None, :]


def supercell_binding(U, L):
    """Top level of a periodic L by L cell, from the explicit k sum."""
    depth = depth_below_top(L)

    def mismatch(y):
        return np.mean(1 / (np.exp(y) + depth)) - 1 / U
    return np.exp(brentq(mismatch, np.log(0.5 * U / L**2), np.log(2 * U),
                         xtol=1e-11))


# --- elliptic form of the Green function against the Brillouin-zone average
print("On-site Green function (1/t): zone average, elliptic form")
for delta in (0.1, 1.0, 4.0):
    zone_average = np.mean(1 / (delta + depth_below_top(400)))
    closed = float(green_elliptic(delta))
    print(f"  E = {4 + delta:.1f} t: {zone_average:.8f}, {closed:.8f}")
    assert abs(zone_average / closed - 1) < 1e-9

# --- two-sided bound on K and its logarithmic expansion
for c in (mp.mpf("0.5"), mp.mpf("0.1"), mp.mpf("0.01")):
    K = mp.ellipk(1 - c**2)
    upper = 2 * mp.asinh(1 / mp.sqrt(c))
    assert upper / mp.sqrt(1 + c) < K < upper
    log_term = mp.log(4 / c)
    remainder = K - log_term - c**2 / 4 * (log_term - 1)
    assert abs(remainder) < c**4 * log_term

# --- exact root against the weak-coupling formula
print("U/t, exact Delta/t, Delta0/t, Delta0/Delta-1, predicted error")
exact = {}
for U in (0.5, 1.0, 2.0, 3.0, 4.0, 8.0):
    exact[U] = exact_binding(U)
    approx = weak_formula(U)
    error = approx / exact[U] - 1
    predicted = approx / 4 * (2 * mp.pi / U - mp.mpf("0.5"))
    print(f"  {U:.1f}, {float(exact[U]):.6e}, {float(approx):.6e}, "
          f"{float(error):.3e}, {float(predicted):.3e}")
    assert error > 0
    if U <= 1:
        assert abs(error / predicted - 1) < 2e-3


def formula_error(delta):
    """Relative error of the weak formula at the U that binds by delta."""
    return float(weak_formula(1 / green_elliptic(delta)) / delta - 1)


delta_ten = brentq(lambda d: formula_error(d) - 0.1, 0.01, 1.0)
U_ten = float(1 / green_elliptic(delta_ten))
print(f"Error reaches 10 percent at U = {U_ten:.3f} t, "
      f"Delta = {delta_ten:.4f} t")

# --- direct diagonalization of a periodic lattice
U, L = 2.0, 80
ring = sp.diags([np.ones(L - 1), np.ones(L - 1)], [1, -1], format="lil")
ring[0, L - 1] = ring[L - 1, 0] = 1
H = -(sp.kron(ring, sp.eye(L)) + sp.kron(sp.eye(L), ring)).tolil()
H[0, 0] = U
H = H.tocsc()
start_vector = np.random.default_rng(1).normal(size=L * L)
levels, states = eigsh(H, k=2, sigma=4.2, v0=start_vector)
order = np.argsort(levels)
top, second = levels[order[1]], levels[order[0]]
lowest = eigsh(H, k=1, sigma=-4.1, v0=start_vector,
               return_eigenvectors=False)[0]
delta_2 = float(exact[U])
print(f"Diagonalization, U = {U:.1f} t, {L} x {L} sites:")
print(f"  top level - 4t = {top - 4:.8f} t, elliptic {delta_2:.8f} t")
print(f"  second level = {second:.6f} t, lowest level = {lowest:.6f} t")
assert abs((top - 4) / delta_2 - 1) < 1e-6
assert second < 4 + 1e-10 and lowest > -4 - 1e-10

psi = states[:, order[1]].reshape(L, L)
psi = psi / np.linalg.norm(psi)
parity = (-1.0) ** np.add.outer(np.arange(L), np.arange(L))
staggered = psi * parity * np.sign(psi[0, 0])
assert staggered.min() > 0

weight = psi[0, 0] ** 2
weight_green = float(-1 / (U**2 * mp.diff(green_elliptic, exact[U])))
weight_weak = 4 * np.pi * delta_2 / U**2
print(f"  impurity weight: {weight:.6f}, from dG/dE {weight_green:.6f}, "
      f"weak form {weight_weak:.4f}")
assert abs(weight / weight_green - 1) < 1e-5
slope = (exact_binding(2.001) - exact_binding(1.999)) / mp.mpf("0.002")
print(f"  dE/dU by finite difference: {float(slope):.6f}")
assert abs(float(slope) / weight - 1) < 1e-4

xi_2 = 1 / np.sqrt(delta_2)
print(f"  decay length xi = {xi_2:.3f} a")
for n in (8, 16):
    ratio = staggered[n, 0] / staggered[0, 0]
    envelope = U / (2 * np.pi) * k0(n / xi_2)
    print(f"  |psi({n},0)/psi(0,0)| = {ratio:.5f}, envelope {envelope:.5f}")
    assert abs(ratio / envelope - 1) < 0.03

# --- weak impurity: Green function against supercells of growing size
U = 1.0
delta_1 = float(exact[U])
xi_1 = 1 / np.sqrt(delta_1)
weight_1 = float(-1 / (U**2 * mp.diff(green_elliptic, exact[U])))
weight_1_weak = 4 * np.pi * delta_1 / U**2
assert abs(weight_1_weak / weight_1 - 1) < 2e-3
print(f"U = {U:.1f} t: Delta = {delta_1:.5e} t, xi = {xi_1:.2f} a, "
      f"weight = {weight_1:.4e}")
print("Supercell side/a, Delta_L/t, U/L^2 (t), Delta_L/Delta-1, 8 K0(L/xi)")
excess = {}
for L in (20, 80, 320, 640, 1280):
    delta_L = supercell_binding(U, L)
    excess[L] = delta_L / delta_1 - 1
    image_estimate = 8 * k0(L / xi_1)
    print(f"  {L}, {delta_L:.5e}, {U / L**2:.3e}, {excess[L]:.3e}, "
          f"{image_estimate:.3e}")
    assert delta_L > U / L**2 and excess[L] > 0
assert abs(excess[640] / (8 * k0(640 / xi_1)) - 1) < 0.12
assert excess[1280] < 1e-4

print("every check passed")
```

Output:

```
On-site Green function (1/t): zone average, elliptic form
  E = 4.1 t: 0.45435205, 0.45435205
  E = 5.0 t: 0.25404984, 0.25404984
  E = 8.0 t: 0.13414775, 0.13414775
U/t, exact Delta/t, Delta0/t, Delta0/Delta-1, predicted error
  0.5, 3.891698e-10, 3.891698e-10, 1.174e-09, 1.174e-09
  1.0, 1.115770e-04, 1.115950e-04, 1.613e-04, 1.613e-04
  2.0, 5.753270e-02, 5.975817e-02, 3.868e-02, 3.946e-02
  3.0, 4.120765e-01, 4.852678e-01, 1.776e-01, 1.934e-01
  4.0, 1.045878e+00, 1.382845e+00, 3.222e-01, 3.702e-01
  8.0, 4.507312e+00, 6.652146e+00, 4.759e-01, 4.746e-01
Error reaches 10 percent at U = 2.497 t, Delta = 0.1896 t
Diagonalization, U = 2.0 t, 80 x 80 sites:
  top level - 4t = 0.05753271 t, elliptic 0.05753270 t
  second level = 3.999404 t, lowest level = -3.999875 t
  impurity weight: 0.175393, from dG/dE 0.175393, weak form 0.1807
  dE/dU by finite difference: 0.175393
  decay length xi = 4.169 a
  |psi(8,0)/psi(0,0)| = 0.04024, envelope 0.04007
  |psi(16,0)/psi(0,0)| = 0.00429, envelope 0.00426
U = 1.0 t: Delta = 1.11577e-04 t, xi = 94.67 a, weight = 1.4019e-03
Supercell side/a, Delta_L/t, U/L^2 (t), Delta_L/Delta-1, 8 K0(L/xi)
  20, 5.18087e-03, 2.500e-03, 4.543e+01, 1.360e+01
  80, 5.84422e-04, 1.563e-04, 4.238e+00, 4.225e+00
  320, 1.30877e-04, 9.766e-06, 1.730e-01, 1.797e-01
  640, 1.12085e-04, 2.441e-06, 4.556e-03, 4.392e-03
  1280, 1.11577e-04, 6.104e-07, 3.640e-06, 3.629e-06
every check passed
```
